# Logarithmic Contact Resistivity from WKB Tunnelling through a Depletion Barrier

## Temperature, a worked contact and neglected effects

The following symbols and results carry over from the first half. The barrier height is \(\phi\), the donor density \(N\), the effective mass \(m\), the permittivity \(\varepsilon\) and the number of valleys \(g\). The bulk Fermi level lies \(\mu\) above the band edge, or \(\xi\) at zero temperature, and the band bending is \(\psi=\phi+\mu\). The barrier is \(U=au^2\), with \(a=q^2N/(2\varepsilon)\), \(u\) the distance from the depletion edge and \(W=\sqrt{\psi/a}\). With \(E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}\) and \(\lambda(E)=\operatorname{arcosh}\sqrt{\psi/E}\),

\[
S=\frac{\sqrt{\psi(\psi-E)}-E\lambda}{E_{00}},\quad
\frac{\partial S}{\partial E}=-\frac{\lambda}{E_{00}},\quad
\frac{\partial S}{\partial\phi}=\frac{\sqrt{1-E/\psi}}{E_{00}},\quad
\frac1{\rho_c}=K\int_0^\infty e^{-S}f\,dE .
\]

Here \(f\) is the Fermi function and \(K=gq^2m/(2\pi^2\hbar^3)\). Above the barrier \(S=0\). At zero temperature \(\ln(K\xi\rho_c)=\phi/E_{00}+D\), with \(-\xi L/E_{00}\le D\le\xi/E_{00}\) and \(L=\lambda(\xi)\).

### Two different slopes

Changing the barrier and changing the doping are different operations. At fixed \(N\) and \(T\), differentiating the logarithm of the conductance integral gives

\[
\frac{\partial\ln\rho_c}{\partial\phi}
=\frac{\int e^{-S}f\,(\partial S/\partial\phi)\,dE}{\int e^{-S}f\,dE}
=\frac1{E_{00}}\left\langle\sqrt{1-E/\psi}\right\rangle .
\]

The average is weighted by \(e^{-S}f\). Electrons above the barrier contribute zero to the numerator. The moving boundary at \(E=\psi\) adds nothing because the transmission is continuous there. At zero temperature all contributing energies lie between 0 and \(\xi\), so \(E_{00}\,\partial\ln\rho_c/\partial\phi\) lies between \(\sqrt{\phi/(\phi+\xi)}\) and 1.

Now hold \(\phi\) fixed and vary \(N\), with \(X=\phi/E_{00}\) as the variable. Since \(X\propto N^{-1/2}\), \(d\ln N=-2\,dX/X\). The logarithm of \(\rho_c\) contains \(-\ln\xi\), and \(\xi\propto N^{2/3}\). At zero temperature this gives

\[
\frac{d\ln\rho_c}{dX}=1+\frac{4}{3X}+\frac{dD}{dX}.
\]

A straight-line fit against \(N^{-1/2}\) therefore does not return the coefficient \(\phi/(E_{00}N^{-1/2})\) unless the sum of these extra terms is small.

### When temperature changes the law

The logarithmic derivative of the integrand is

\[
\frac{d}{dE}\ln(e^{-S}f)=\frac{\lambda(E)}{E_{00}}-\frac{1-f(E)}{kT}.
\]

Transmission favours high energy and occupation favours low energy. On \(0<E<\psi\), \(\lambda\) decreases from infinity to zero while \(1-f\) increases, so there is one maximum. For \(\mu>0\), it lies below the Fermi level when \(kT\lambda(\mu)/E_{00}<1/2\), because \(1-f=1/2\) at \(E=\mu\).

Several \(kT\) above the Fermi level, \(1-f\) is close to one. The integrand falls throughout this tail if \(kT\lambda(\mu)<E_{00}\). If this inequality is violated, the derivative at \(E=\mu\) is positive and the maximum lies above the Fermi level. It is in the tail only if it lies several \(kT\) above. For \(\mu\le0\) these tests do not apply, because \(\lambda(\mu)\) is undefined. The whole band then lies above the Fermi level, and the maximum is in the tail if it lies several \(kT\) above \(\mu\). In the tail, \(\lambda(E_m)=E_{00}/kT\). Inverting the hyperbolic function gives

\[
E_m=\frac{\psi}{\cosh^2 b},\qquad b=\frac{E_{00}}{kT}.
\]

Then \(\sqrt{1-E_m/\psi}=\tanh b\), and

\[
S(E_m)+\frac{E_m-\mu}{kT}
=\frac{\psi\tanh b-E_mb}{E_{00}}+\frac{E_m-\mu}{kT}
=\frac{\psi}{E_0}-\frac{\mu}{kT},
\]

with \(E_0=E_{00}\coth b\). The terms in \(E_m\) cancel because \(b/E_{00}=1/kT\).

The width of the maximum follows from the second derivative. The Boltzmann factor has a linear exponent, so the curvature comes from \(S\) alone:

\[
S''(E_m)=\frac1{2E_mE_{00}}\sqrt{\frac{\psi}{\psi-E_m}}
=\frac{\cosh^2b\,\coth b}{2\psi E_{00}} .
\]

The Gaussian approximation to the integral contains \(\sqrt{2\pi/S''}\), which is proportional to \(\sqrt\psi\) at fixed \(N\) and \(T\). Consequently \(\ln\rho_c\) contains \(-\tfrac12\ln\psi\), and

\[
\frac{\partial\ln\rho_c}{\partial\phi}\simeq\frac1{E_0}-\frac1{2\psi}.
\]

This requires the maximum to be well separated from the Fermi level, the band edge and the barrier top, compared with its width. For \(\phi=0.6\) eV and \(N=5\times10^{18}\ \mathrm{cm^{-3}}\) at 300 K, with the other parameters of the example below, \(E_{00}=0.0219\) eV and \(E_0=0.0317\) eV. The predicted peak at 0.294 eV agrees with the numerical maximum. The predicted slope is 30.6 per eV, and the full integral also gives 30.6 per eV.

As \(N\) falls, \(b\to0\) and \(E_0=kT\,b\coth b\to kT\). The maximum then approaches the barrier top, so the Gaussian formula no longer applies. In this limit tunnelling below the top becomes negligible, and the electrons above it contribute \(\int_\psi^\infty e^{(\mu-E)/kT}dE=kT\,e^{-\phi/kT}\) to the integral. The barrier slope therefore tends to \(1/kT\) and no longer depends on \(\sqrt N\). At \(10^{17}\ \mathrm{cm^{-3}}\), \(kT\) times the calculated slope is 0.979, although tunnelling below the sharp top of the parabola still carries about 0.6 of the current. This share depends on the shape of the top. Image lowering, about 0.04 eV at this doping, rounds it and reduces the share to a third or less. A slope close to \(1/kT\) is in either case no proof that tunnelling is absent.

### A contact at high doping

Take round, rough parameters in the regime of metal contacts to heavily doped n-type silicon: \(\phi=0.6\) eV, \(N=10^{20}\ \mathrm{cm^{-3}}\), \(m=0.3\) electron masses, relative permittivity 12, six valleys and 300 K. They give \(\xi=0.0793\) eV, \(\mu=0.0712\) eV and \(E_{00}=0.0979\) eV.

The depletion width is 2.98 nm. At the Fermi level the forbidden path is

\[
W\left(1-\sqrt{\mu/\psi}\right)
=2.98\left(1-\sqrt{0.0712/0.6712}\right)\ \mathrm{nm}
=2.01\ \mathrm{nm}.
\]

The interface field is \(2(0.6712\ \mathrm V)/(2.984\ \mathrm{nm})=0.450\) V/nm, or 4.50 MV/cm.

For the zero-temperature law, \(\phi/E_{00}=6.13\), and \(K=2.913\times10^{10}\ \mathrm{S\,cm^{-2}\,eV^{-1}}\). The prefactor is

\[
\frac1{K\xi}
=\frac1{(2.913\times10^{10})(0.0793)}
=4.33\times10^{-10}\ \Omega\,\mathrm{cm^2}.
\]

With \(D\) omitted, \(\rho_c=4.33\times10^{-10}e^{6.132}=1.99\times10^{-7}\ \Omega\,\mathrm{cm^2}\). Integration gives \(D=-0.328\), inside the bounds \(-1.407\) and \(0.810\). The zero-temperature resistivity is therefore \(1.99\times10^{-7}e^{-0.328}=1.43\times10^{-7}\ \Omega\,\mathrm{cm^2}\).

At 300 K the integral gives

\[
\rho_c=1.02\times10^{-7}\ \Omega\,\mathrm{cm^2}
=1.02\times10^{-11}\ \Omega\,\mathrm{m^2}.
\]

The law without \(D\) is thus high by a factor of 1.96 relative to the 300 K integral. An explicit current integral over wavevectors, differenced between \(+0.5\) and \(-0.5\) mV with the barrier changed by the bias, also gives \(1.02\times10^{-7}\ \Omega\,\mathrm{cm^2}\). At 400 K, with \(\phi\), \(N\) and \(m\) held fixed, the model gives \(8.06\times10^{-8}\ \Omega\,\mathrm{cm^2}\).

A square contact of side 100 nm has area \(10^{-10}\ \mathrm{cm^2}\). For uniform current its resistance at 300 K is 1.02 kΩ. At 10 µA the linear voltage is 10.2 mV and the dissipated power is \(IV=102\) nW. The model does not say where this heat is deposited. It is also only the irreversible part. The Peltier heat of the junction is linear in \(I\) and changes sign with the current. For this band it is roughly 0.3 to 0.6 µW at 10 µA, depending on the scattering law in the bulk, which is larger than \(IV\). At a voltage of this size, the ratio of \(V/J\) to the zero-bias resistivity is 1.012 in forward bias and 0.987 in reverse, so the linear value suffices at the level of about one percent.

### What the doping series shows

At 300 K, with \(\phi\) and all other material parameters fixed, the integral gives the values below. Here \(\rho_c\) is in \(\Omega\,\mathrm{cm^2}\) inside the logarithm. The last two columns are \(E_{00}\,\partial\ln\rho_c/\partial\phi\) and \(d\ln\rho_c/dX\).

| \(N\) (cm⁻³) | \(X\) | \(\ln\rho_c\) | by \(\phi\) | by \(N\) |
|---|---|---|---|---|
| \(10^{19}\) | 19.39 | −6.25 | 0.803 | 0.467 |
| \(3\times10^{19}\) | 11.20 | −11.42 | 0.913 | 0.806 |
| \(10^{20}\) | 6.13 | −16.10 | 0.934 | 1.052 |
| \(3\times10^{20}\) | 3.54 | −19.06 | 0.915 | 1.249 |

At \(10^{20}\ \mathrm{cm^{-3}}\), \(\sqrt{1-E/\psi}\) is at least \(\sqrt{0.6/0.6712}=0.945\) for every electron below the Fermi level. The calculated average, 0.934, is smaller, so electrons above the Fermi level must contribute to it. The slope by doping passes through one near this doping, but does not stay there. Agreement of one local fit with the simple law, \(\ln\rho_c=X+\text{constant}\), is therefore no evidence that the law holds over a wide doping range.

At the lowest doping in the table, thermal assistance matters. If only the term \(\psi/E_0\) is retained and \(\psi\) is held fixed, it equals \((\psi/\phi)X\tanh b\). Since \(b\propto1/X\), its slope is \((\psi/\phi)(\tanh b-b/\cosh^2b)\). With \(b=1.20\) the second bracket is 0.47, and \(\psi/\phi\) is close to one, so this slope is well below the barrier slope. The changes in \(\mu\) and in the peak width are omitted from this estimate, so its closeness to the tabulated 0.467 is not a test of the approximation.

The error of extrapolation follows from the table. From \(10^{20}\) to \(10^{19}\ \mathrm{cm^{-3}}\), the simple law raises the logarithm by 13.26, while the integral raises it by 9.85. The difference of 3.41 is a factor of 30. From \(10^{20}\) to \(3\times10^{20}\ \mathrm{cm^{-3}}\), the law lowers it by 2.59 and the integral by 2.96, leaving a factor of 1.4. For these parameters, the energy integral should be used when the doping range is this wide.

### Effects left out of the model

The factors below multiply the 300 K resistivity unless another basis is stated. Each was computed separately, so their product is not a prediction.

**Image force.** An electron at distance \(x\) from a metal is attracted by an image charge at distance \(2x\), with force \(q^2/[4\pi\varepsilon(2x)^2]\). Integrating from infinity gives the energy \(-q^2/(16\pi\varepsilon x)\). Adding it to the parabola lowers the barrier top by 0.227 eV and changes \(\rho_c\) by a factor of 0.41. This estimate uses the static continuum permittivity close to the interface, where its validity is uncertain. If an input barrier already includes image lowering, the correction must not be applied twice.

**Electron spill-over.** Full depletion ignores electrons where the band edge lies below the Fermi level. In the zero-temperature Thomas–Fermi approximation their density is \(N(1-U/\xi)^{3/2}\) for \(0\le U\le\xi\). Poisson's equation becomes \(U''=2a[1-(1-U/\xi)^{3/2}]\). Multiplying by \(U'\) and integrating from the neutral bulk to \(U=\xi\) gives

\[
\frac{U'^2}{2}=2a\left(\xi-\frac{2\xi}{5}\right)=2a\,\frac{3\xi}{5}.
\]

Beyond that point there are no electrons, and \(U'^2=4a(U-\xi+3\xi/5)\). This is a parabola whose vertex is \(3\xi/5\), instead of \(\xi\), below the Fermi level. At the Fermi level the exponent is therefore obtained by replacing \(E=\xi\) with \(3\xi/5\) and \(\psi\) with \(\phi+3\xi/5\). The weaker field widens the barrier. The change of this one exponent corresponds to a factor of 1.34 in resistivity at zero temperature. Electrons at lower energies are affected more strongly, so the full energy integral changes by a larger factor, about 1.5.

**Anisotropic valleys.** For ellipsoids aligned with the contact normal, the normal mass enters \(E_{00}\), while the geometric mean of the two transverse masses enters \(K\), because it fixes the transverse density of states. With rough masses of 0.9 and 0.2 electron masses, two valleys have normal mass 0.9 and transverse mass 0.2. Four have normal mass 0.2 and transverse mass \(\sqrt{0.9\times0.2}=0.42\). Summing their conductances, with \(\mu\) recalculated, gives a factor of 0.46. This arrangement is that of a (100) surface. With the same masses projected on a (110) or (111) normal, the factor is about 0.6 or 0.7.

**Wave matching.** WKB with unit prefactor omits the matching of the waves at the abrupt metal interface and the accurate connection at the bulk side. Including them can raise or lower the transmission. A numerical Schrödinger solution, for a model metal of the same mass with its band bottom 5 eV below the Fermi level, gives a factor of 0.73. The factor depends on the assumed metal: it is about 0.5 for a depth of 2 eV and about 1.0 for 10 eV.

The barrier dependence can be tested separately. At the interface let the decaying and growing waves have amplitudes \(A\) and \(B\), and the transmitted wave amplitude \(t\) and wavenumber \(k_m\). Matching gives \(A+B=t\) and \(-\kappa A+\kappa B=ik_mt\), so \(|t|^2/|A|^2=4\kappa^2/(\kappa^2+k_m^2)\). The WKB amplitude obeys \(|A|^2\propto e^{-S}/\kappa\), and the transmitted flux is proportional to \(k_m|t|^2\). The interface factor is therefore \(4k_m\kappa/(k_m^2+\kappa^2)\). At \(E=\xi\) and \(N=10^{20}\ \mathrm{cm^{-3}}\), raising \(\phi\) from 0.8 to 1.6 eV changes the logarithm of the transmission by −7.66 in the wave solution and by −7.69 in WKB with this factor.

**Discrete donors.** The mean spacing \(N^{-1/3}\) is 2.15 nm, comparable with the 2.01 nm tunnelling path. A uniform charge density is therefore doubtful on the scale that sets the exponent. The resulting change in resistivity was not computed.

### Relation to real silicon contacts

The doping and barrier are plausible for a silicon contact, but the calculated \(10^{-7}\ \Omega\,\mathrm{cm^2}\) is high for advanced transistors, where values of roughly \(10^{-9}\ \Omega\,\mathrm{cm^2}\) are sought. In this model, higher active doping and a lower barrier both move the result in that direction. Real silicon breaks the isotropic-mass assumption, which moves the example by a factor of about 0.46 for a (100) contact and by less for other orientations, and image lowering moves it by about 0.41 in WKB. The parabolic decay constant is also used up to 0.6 eV below the band edge, about half the silicon gap. Replacing \(\kappa^2\propto U-E\) by \(\kappa^2\propto(U-E)[1-\alpha(U-E)]\) with a rough \(\alpha=0.5\ \mathrm{eV^{-1}}\) gives a factor of about 0.65. Band-gap narrowing, interface states and trap-assisted tunnelling are also absent and have not been sized. The absolute value is thus a model estimate, uncertain by at least a factor of a few. A calculation that needs absolute resistance should calibrate the barrier and prefactor to measurements on the contact process in question, then use the integral only within the range of doping and temperature that those measurements cover. The main values of the worked contact and the doping series are listed in the numerical output.

## Computed values

```
barrier height phi = 0.60 eV
donor density N = 1.0e+20 cm^-3
effective mass = 0.30 m0; valleys = 6
relative permittivity = 12.0
temperature = 300 K; kT = 0.02585 eV
Fermi energy xi at 0 K = 0.0793 eV
Fermi energy mu at 300 K = 0.0712 eV
tunnelling energy E00 = 0.0979 eV
phi/E00 = 6.132
depletion width at 300 K = 2.984 nm
barrier width at Fermi level, 300 K = 2.012 nm
interface field at 300 K = 4.50 MV/cm
L at 0 K = 1.736; kT*L/E00 = 0.459
WKB exponent at Fermi level, 0 K = 5.117
supply constant K = 2.913e+10 S/cm2 per eV
prefactor 1/(K xi) = 4.329e-10 ohm cm2
leading-law rho_c = 1.992e-07 ohm cm2
D at 0 K = -0.328
bounds on D = -1.407 to 0.810
rho_c at 0 K = 1.435e-07 ohm cm2
rho_c at 300 K = 1.017e-07 ohm cm2
rho_c at 400 K = 8.064e-08 ohm cm2
rho_c at 300 K from k-space current = 1.017e-07 ohm cm2
contact side = 100 nm; current = 10 uA
contact resistance = 1017.2 ohm
contact voltage = 10.172 mV
contact heat = 101.72 nW
300 K series: N, phi/E00, ln(rho_c/ohm cm2), slopes by phi and by N
1e+19 cm^-3: 19.390, -6.250, 0.803, 0.467
3e+19 cm^-3: 11.195, -11.423, 0.913, 0.806
1e+20 cm^-3: 6.132, -16.101, 0.934, 1.052
3e+20 cm^-3: 3.540, -19.058, 0.915, 1.249
warm case N = 5e+18 cm^-3: E00 = 0.0219 eV, E0 = 0.0317 eV
warm peak: numerical 0.2943 eV, formula 0.2943 eV
warm slope: numerical 30.56, formula 30.60 per eV
kT times barrier slope at 1e17 cm^-3 = 0.979
ln T change, phi 0.8 to 1.6 eV: wave -7.661, WKB -7.691
neglected effects, as factors on rho_c unless stated:
image-force lowering of barrier top = 0.227 eV
image force = 0.407
electron spill-over, from exponent at Fermi level = 1.337
anisotropic masses 0.9 and 0.2 m0 = 0.459
wave transmission, metal depth 5 eV = 0.726
finite bias, forward = 1.012
finite bias, reverse = 0.987
mean donor spacing N^(-1/3) = 2.154 nm
```
